# Dislocation Channeling in a Capped Film and Its Near-Inverse Thickness Law

**Q:** Thin metal films are said to be strong because dislocations must "channel" through them. Why should thickness matter to a dislocation that is already there?

**A:** Take a film of thickness $h$ bonded to a thick substrate below and to a passivation layer, the cap, of thickness $t$ above. The top of the cap is free. A threading dislocation crosses the film on an inclined slip plane. It cannot enter the stiffer neighbours in this model, so as it glides sideways it leaves one straight dislocation line at each interface. Advancing by a unit length gains work from the film stress and costs the energy of the new lines. The gain is proportional to $h$, while the cost turns out to depend on $h$ weakly.

I assume linear isotropic elasticity, bonded interfaces, a single isolated threading dislocation, no lattice friction and no grain boundaries.

**Q:** Start with the gain. The film stress is in the film plane and the slip plane is tilted, so where do the angles come from?

**A:** Let $\hat y$ be the film normal, $\hat n$ the slip-plane normal and $\mathbf b=b\hat b$ the Burgers vector. Define positive cosines by $|\hat n\cdot\hat y|=\cos\phi$ and $|\hat b\cdot\hat y|=\cos\lambda$. An equibiaxial stress is $\sigma(\mathbf 1-\hat y\hat y)$, so the resolved shear stress is

$$\tau=\sigma\left[\hat n\cdot\hat b-(\hat n\cdot\hat y)(\hat b\cdot\hat y)\right].$$

Since $\mathbf b$ lies in the slip plane, $\hat n\cdot\hat b=0$ and $|\tau|=\sigma\cos\phi\cos\lambda$. The sign only sets the direction of glide. The slip plane has width $h/\sin\phi$ inside the film, so the work per unit advance is

$$|\tau|\,b\,\frac{h}{\sin\phi}=\sigma bh\,\frac{\cos\phi\cos\lambda}{\sin\phi}.$$

**Q:** The threading segment may be curved and have a complicated field. Doesn't its own energy enter?

**A:** Not in steady motion. The segment keeps its shape, so its energy is merely carried along. The net change per unit advance is that a slice far ahead, with no dislocation, becomes a slice far behind, with two interface lines. If $W$ is their energy per unit length, the threshold for advance is

$$\sigma=\frac{\sin\phi}{\cos\phi\cos\lambda}\,\frac{W}{bh}.\tag{1}$$

Above this stress the surplus work is dissipated.

**Q:** Then everything is in $W$. A dislocation energy diverges at the core, so what do you mean by it?

**A:** I mean half the work done by the lines' own stress on the slip $\mathbf b$, taken over the slip plane between the lines but outside a distance $r_0$ from each. Energy inside the cores is left out.

For the elastic field I may choose a more convenient cut. The slip plane and the two interfaces to its right enclose the right half of the film. Moving that half bodily by $\mathbf b$ stores no energy. Slip on the inclined plane is therefore equivalent to a displacement jump $\mathbf b$ of the film against the substrate and the same jump against the cap, each starting at its line. Jumps on flat interfaces can be treated one wavenumber at a time.

**Q:** For that you need the response of an elastic half-space. Please derive it.

**A:** Let a body of shear modulus $\mu$ and Poisson ratio $\nu$ fill $y>0$, with fields varying as $e^{ikx}$, $k>0$, and lines along $z$. For displacement along $z$, equilibrium gives $u_z\propto e^{-ky}$. The force per area on the surface is $T_z=-\mu\,\partial_yu_z=\mu k u_z$.

For in-plane displacements use the Airy function $\Phi=(P+Qy)e^{-ky}e^{ikx}$, with $\sigma_{xx}=\partial_y^2\Phi$, $\sigma_{yy}=\partial_x^2\Phi$ and $\sigma_{xy}=-\partial_x\partial_y\Phi$. At $y=0$,

$$\sigma_{yy}=-k^2P,\quad \sigma_{xy}=-ik(Q-kP),\quad \sigma_{xx}=k^2P-2kQ.$$

The second relation gives $Q=kP+i\sigma_{xy}/k$. Hooke's law in plane strain is $2\mu\,\partial_xu_x=(1-\nu)\sigma_{xx}-\nu\sigma_{yy}$, hence

$$2\mu ik\,u_x=k^2P-2(1-\nu)kQ=(1-2\nu)\sigma_{yy}-2i(1-\nu)\sigma_{xy}.$$

Similarly $2\mu\,\partial_yu_y=(1-\nu)\sigma_{yy}-\nu\sigma_{xx}=[-k^2(P+Qy)+2\nu kQ]e^{-ky}$, leaving out $e^{ikx}$. Integrating from the surface to infinity, where $u_y=0$, gives

$$2\mu u_y(0)=kP+(1-2\nu)Q=-\frac{2(1-\nu)}{k}\sigma_{yy}+\frac{i(1-2\nu)}{k}\sigma_{xy}.$$

The outward normal is $-\hat y$, so the applied surface force is $T_x=-\sigma_{xy}$, $T_y=-\sigma_{yy}$. With $a=(1-\nu)/\mu$ and $g=(1-2\nu)/(2\mu)$,

$$\begin{pmatrix}u_x\\u_y\end{pmatrix}=\frac1k\begin{pmatrix}a&ig\\-ig&a\end{pmatrix}\begin{pmatrix}T_x\\T_y\end{pmatrix}.$$

For a body filling $y<0$, reflection changes the sign of $g$.

**Q:** Now join two different bodies. Does the energy really involve a simple combination of moduli?

**A:** Equal and opposite forces act on the two surfaces, so the compliances add. The jump is $\Delta=S\,T$, with

$$S=\frac1k\begin{pmatrix}A&iG\\-iG&A\end{pmatrix},\qquad S^{-1}=\frac{k}{A^2-G^2}\begin{pmatrix}A&-iG\\iG&A\end{pmatrix},$$

where $A=a_1+a_2$ and $G=g_1-g_2$. For the $z$ component the compliances $1/(\mu_1k)$ and $1/(\mu_2k)$ add, so the stiffness is $k\mu_1\mu_2/(\mu_1+\mu_2)$.

The energy is $\frac12\int\Delta\cdot T\,dx$. In Fourier space a step of height $\mathbf b$ has amplitude $\mathbf b/(ik)$, up to a term at $k=0$. For real $\mathbf b$ the two $G$ cross terms cancel. Negative and positive $k$ contribute equally, so the energy is

$$\frac1{2\pi}\int\frac{dk}{k}\left[b_s^2\frac{\mu_1\mu_2}{\mu_1+\mu_2}+b_e^2\frac{A}{A^2-G^2}\right].$$

Here $b_s$ is the screw part, along the line, and $b_e$ the edge part, perpendicular to it. Cutting the integral at $k\sim1/r_0$ and $k\sim1/R$ gives $\kappa\ln(R/r_0)$ plus a constant, with

$$\kappa=\frac1{2\pi}\left[b_s^2\frac{\mu_1\mu_2}{\mu_1+\mu_2}+b_e^2\frac{A}{A^2-G^2}\right].\tag{2}$$

If the Poisson ratios are equal, $A=(1-\nu)(\mu_1+\mu_2)/(\mu_1\mu_2)$. Neglecting $G^2$ beside $A^2$ and treating the line as pure edge then gives

$$\kappa\simeq\frac{b^2}{2\pi(1-\nu)}\frac{\mu_1\mu_2}{\mu_1+\mu_2}.\tag{3}$$

**Q:** You have slipped in an outer radius $R$. There are two lines and one free surface. Which length goes with which line?

**A:** First use dimensions. Let $\kappa_s$ and $\kappa_o$ belong to the film/substrate and film/cap interfaces. For small $r_0$, each core contributes its own logarithm, and all else depends on length ratios:

$$W=(\kappa_s+\kappa_o)\ln\frac h{r_0}+F(t/h).\tag{4}$$

For a thin cap, consider the stiffness that resists a jump at the upper interface. For shear along $z$, a cap with a free top has stiffness $\mu_ok\tanh(kt)$, which becomes $\mu_ok^2t$ for $kt\ll1$. In-plane stretching also scales as $k^2t$, and bending is softer still. The extra factor $kt$ makes the integral converge at small $k$, so the upper logarithm stops at a length of order $t$. The lower line sees the film and cap together as a layer of thickness about $h$, so its logarithm stops at a length of order $h$. Thus

$$W\simeq\kappa_s\ln\frac{\beta_sh}{b}+\kappa_o\ln\frac{\beta_ot}{b},\qquad b\ll t\ll h,\tag{5}$$

where the numbers $\beta$ absorb the constants and the ratio $b/r_0$. If the cap is much stiffer than the film, $\mu_ok^2t$ falls below the film's stiffness $\mu_fk$ only at lengths above $t\mu_o/\mu_f$, so that length must also be small against $h$.

**Q:** And if the cap is thick? Your formula says a thicker cap strengthens the film without limit.

**A:** There (5) fails. At wavelengths long against $h$, the film can take up both jumps by itself, at an energy cost carrying an extra factor $kh$. Physically, the two lines have opposite sense and screen each other. Both logarithms stop near $h$, and $F$ in (4) tends to a constant.

Screw lines in a uniform medium show both limits explicitly. Put $\kappa=\mu b^2/4\pi$. A line at depth $c$ has an opposite image at distance $2c$. Its energy is half that of the pair in an infinite medium, $\frac12\cdot2\kappa\ln(2c/r_0)$. Let the lines be a distance $d$ apart, and let $d'$ be the distance from one line to the other's image. The direct interaction of the opposite lines is $2\kappa\ln d$, and the image reverses the sign, giving $-2\kappa\ln d'$. With depths $h+t$ and $t$,

$$W=\kappa\left[\ln\frac{2(h+t)}{r_0}+\ln\frac{2t}{r_0}-2\ln\frac{d'}{d}\right].$$

The lateral offset is $h\cot\phi$, so $d=h/\sin\phi$ and $d'^2=(h+2t)^2+h^2\cot^2\phi$. For $t\ll h$, $d'\to d$ and the bracket becomes $\ln(2h/r_0)+\ln(2t/r_0)$. For $t\gg h$, $d'\to2t$, all dependence on $t$ cancels, and $W\to2\kappa\ln(d/r_0)$.

**Q:** Has this been tested with three different materials and a mixed dislocation, where there are no simple images?

**A:** Yes. The elastic equations were integrated through all layers for each wavenumber, and $W$ was found from the work on the slip plane. The materials are those of the example below, with $r_0=0.01$ nm. Starting from $h=10^4$ nm and $t=10$ nm, doubling $h$ alone gave a slope $dW/d\ln h$ equal to $1.001\,\kappa_s$. Doubling $t$ alone gave $0.998\,\kappa_o$. With $h=10$ nm, doubling the cap from $10^4$ to $2\times10^4$ nm changed nothing at the printed precision.

**Q:** Then write the stress, and show me the inverse thickness.

**A:** Insert (5) into (1), with (3) for each interface and subscripts $f,s,o$ for film, substrate and cap:

$$\sigma=\frac{\sin\phi}{\cos\phi\cos\lambda}\,\frac{b}{2\pi(1-\nu)h}\left[\frac{\mu_f\mu_s}{\mu_f+\mu_s}\ln\frac{\beta_sh}{b}+\frac{\mu_f\mu_o}{\mu_f+\mu_o}\ln\frac{\beta_ot}{b}\right].\tag{6}$$

This is Nix's channeling stress, for a cap thin against the film. Since $\sigma\propto W/h$, differentiation at fixed $t$ gives

$$-\frac{d\ln\sigma}{d\ln h}=1-\frac{d\ln W}{d\ln h}=1-\frac{\kappa_s}{W}.\tag{7}$$

Because $W$ is $\kappa_s$ times a large logarithm plus the cap term, the exponent lies a little below one. Thinning the film raises $\sigma$ nearly as $1/h$.

If instead $t$ is scaled in proportion to $h$, both logarithms vary and the correction is $(\kappa_s+\kappa_o)/W$. Equation (4) shows that the same correction holds for a very thick cap. Without a cap, (6) keeps its first term and the exponent is $1-1/\ln(\beta_sh/b)$. In every case the law needs $h\gg b$; otherwise the logarithm is not large and the core dominates.

**Q:** Put in numbers for something recognisable.

**A:** Take a (111) copper film on silicon under silicon nitride, with rough typical values: $\mu_f=47$, $\mu_s=65$ and $\mu_o=70$ GPa, $\nu=0.34$ for the film, and $b=0.256$ nm. The cap is 50 nm thick. I choose $r_0=b$ and $\beta_s=\beta_o=2$, the uniform-medium screw values. The angles $\phi=70.53^\circ$ and $\lambda=35.26^\circ$ give a geometry factor of 3.464.

For $h=500$ nm the modulus factors are 27.28 and 28.12 GPa, and the logarithms are 8.270 and 5.968. The bracket in (6) is

$$27.28\times8.270+28.12\times5.968\simeq393\ \text{GPa}.$$

Therefore

$$\sigma\simeq3.464\times\frac{0.256}{2\pi\times0.66\times500}\times393\ \text{GPa}\simeq0.168\ \text{GPa}=168\ \text{MPa}.$$

The lower and upper lines cost 22.3 and 16.6 eV/nm. With the 50 nm cap held fixed, the thickness dependence is:

| $h$ (nm) | Eq. (6) (MPa) | layered solution (MPa) | $\sigma h$, Eq. (6) (N/m) |
|---:|---:|---:|---:|
| 200 | 394 | 320 | 78.8 |
| 500 | 168 | 139 | 84.1 |
| 1000 | 88 | 73 | 88.2 |
| 2000 | 46 | 38.5 | 92.2 |

While $h$ grows tenfold, $\sigma h$ grows by 17%. Between 1000 and 2000 nm the layered solution has exponent 0.930. Equation (7), evaluated at the geometric mean thickness, gives 0.935.

**Q:** The exponent agrees, but at 500 nm your formula is 21% above the layered solution. Which part is wrong?

**A:** Mostly the line energy factor. The Burgers vector makes $60^\circ$ with the line, so $b_s=b/2$. With equal Poisson ratios, and $G^2$ again neglected, the factor is $1-\nu\cos^260^\circ=0.915$ times the pure-edge one. Using (2) with each material's own Poisson ratio (0.22 for silicon, 0.25 for the nitride) lowers 168 to 146 MPa. The remaining step to 139 MPa comes from the constants that $\beta=2$ represents imperfectly and from corrections of order $t/h=0.1$, which (5) neglects.

The core radius is a larger uncertainty: reducing $r_0$ to $b/4$ raises the layered result from 139 to 168 MPa. That this equals the value from (6) is a coincidence of two separate changes.

**Q:** How much strength does the cap supply, and how badly does (6) fail when the cap is thick?

**A:** At $h=500$ nm, removing the cap lowers the layered result from 139 to 80 MPa, and (6) from 168 to 96.5 MPa. The cap thus raises the threshold by about three quarters in both.

Now fix $h=100$ nm. For caps of 50, 500 and 5000 nm, (6) gives 747, 886 and 1024 MPa. The layered solution gives 592, 616 and 617 MPa. The continuing rise in (6) is false; once the cap is several times thicker than the film, further thickness adds almost nothing.

**Q:** Would a real copper film yield at your 168 MPa?

**A:** I would not use it as a yield-stress prediction. A real film may consist of many grains, and the model has no grain boundaries. Suppose each grain has width $D$ and the dislocation also leaves lines of energy $w$ per length on its two side walls. The work over the grain must then pay an extra $2wh/\sin\phi$. Dividing by $b$ and by the slipped area $Dh/\sin\phi$ gives an extra resolved stress $2w/(bD)$, so

$$\Delta\sigma=\frac{2w}{bD\cos\phi\cos\lambda},\qquad w\simeq\frac{\mu_fb^2}{4\pi(1-\nu)}\ln\frac D{r_0}.$$

For $D=500$ nm this gives about 162 MPa, which is a high estimate because this $w$ is that of a long, isolated, pure-edge line. If the walls are perpendicular to the interface lines, the wall lines make $30^\circ$ with the Burgers vector. The factor $1-\nu\cos^230^\circ=0.745$ then lowers the addition to about 120 MPa. With $D$ close to $h$, the wall and interface lines also close into a short loop, which lowers it further. It is still the largest omitted effect among those estimated here.

The others are smaller at $h=500$ nm. Copper's cubic anisotropy, with rough elastic constants, changes the layered result from 139 to 142 MPa. An assumed 15% softening of the hot film lowers (6) to 152 MPa. Earlier interface lines a distance $p$ apart relax the mean film strain across them by $b_x/p$, where $b_x=0.074$ nm is the part of $\mathbf b$ in the film plane and perpendicular to the line. The mean normal stress across them falls by $2\mu_fb_x/[(1-\nu)p]$, or 10.5 MPa for $p=1000$ nm. Their screw part $b_s=0.128$ nm also leaves a mean in-plane shear $\mu_fb_s/p=6.0$ MPa. The applied work per unit advance is $\sigma b_xh$, since $b\cos\phi\cos\lambda/\sin\phi=b_x$, while this shear opposes it with work proportional to $b_s$. For a dislocation of the same slip system it therefore counts with weight $b_s/b_x=1.73$, or 10.4 MPa, and the two together raise the required film stress by about 21 MPa. This is an average: the relief is uneven between the lines, so the extra load needed by the next dislocation depends on where it runs. The model also omits a barrier layer between copper and silicon, diffusional flow at high temperature, the stress needed to produce the threading dislocation, and its splitting into partials. It further assumes that a sharp line stays at each interface; at an amorphous cap such as deposited nitride the core may spread along the interface, which would lower the cap term. I have not estimated these.

The threshold is nevertheless within reach of ordinary heating or cooling. With a biaxial modulus of 260 GPa, computed for a (111) film from the same rough cubic constants, and a rough expansion mismatch of $14\times10^{-6}$ per kelvin, an initially stress-free elastic film gains 3.6 MPa per kelvin. A change of about 46 K supplies 168 MPa. With 120 MPa added for the grain walls, the value before the reduction from loop closure, the required change is about 79 K. The numerical output below gives most of these values with further digits.

## Table of computed values

```
film: shear modulus 47 GPa, Poisson ratio 0.34
substrate: shear modulus 65 GPa, Poisson ratio 0.22
cap: shear modulus 70 GPa, Poisson ratio 0.25
Burgers length = core radius 0.256 nm; cap 50 nm
phi 70.53 deg, lambda 35.26 deg
geometry factor 3.4641
Burgers parts |x|,|y|,|z|: 0.0739 0.2090 0.1280 nm
modulus factor film/substrate 27.28 GPa
modulus factor film/cap 28.12 GPa
logs at h=500 nm: 8.270 and 5.968
line energies at h=500 nm: lower 22.25, upper 16.55 eV/nm
deep mixed pair, layered / closed energy 0.99999
limit slopes / closed factors: h 1.0009, t 0.9980
joint slope / closed sum 0.9998
thick-cap slope / upper factor 0.00000
h (nm) | formula (MPa) | layered (MPa) | formula*h (N/m)
   200 |   393.9 |   320.2 |   78.8
   500 |   168.3 |   139.0 |   84.1
  1000 |    88.2 |    73.3 |   88.2
  2000 |    46.1 |    38.5 |   92.2
no cap, h=500 nm: formula 96.5, layered 79.8 MPa
thickness exponent, 1000-2000 nm: formula 0.935, layered 0.930
h=100 nm: cap (nm) | formula (MPa) | layered (MPa)
    50 |   747.4 |   592.1
   500 |   885.9 |   616.4
  5000 |  1024.3 |   617.2
effects at h=500 nm, cap 50 nm:
formula with true line character 146.1 MPa
layered, core radius b/4: 167.5 MPa
cubic constants of film 168, 121, 75 GPa
layered, anisotropic film 141.5 MPa
formula, film modulus times 0.85 (hot): 152.4 MPa
added by lines on walls of 500 nm grains 161.6 MPa
mean relief by earlier lines 1000 nm apart 10.5 MPa
biaxial modulus 259.9 GPa, expansion mismatch 14e-6 /K
temperature change to reach formula stress 46.2 K
```
